# Thermal bond vibrations and the damping of single-scattering EXAFS

A metal atom M, of mass \(m_M\), is bonded to a ligand atom L, of mass \(m_L\), in the vapour of a deposition precursor. The bond energy is harmonic in the bond length \(r\),

\[
V(r)=\tfrac12\kappa(r-R)^2,\qquad u=r-R ,
\]

with force constant \(\kappa\) and equilibrium length \(R\). At first the bond is isolated and its direction fixed. X-ray absorption by M ejects a photoelectron of wavenumber \(k\), which scatters once from L and returns. The resulting oscillation of the absorption is the extended X-ray absorption fine structure, EXAFS. The problem is to find how the vibration changes its amplitude.

## (a) Which mass governs the stretch?

**Question.** Separate the stretch from the motion of the pair as a whole.

**Solution.** Let \(x_M,x_L\) be the positions along the bond, \(r=x_L-x_M\), \(m=m_M+m_L\), and \(X=(m_Mx_M+m_Lx_L)/m\). Then

\[
x_M=X-\frac{m_L}{m}r,\qquad x_L=X+\frac{m_M}{m}r .
\]

In the kinetic energy the cross terms in \(\dot X\dot r\) are \(-m_Mm_L/m\) and \(+m_Lm_M/m\), which cancel. What remains is

\[
\tfrac12m\dot X^2+\tfrac12\frac{m_Mm_L^2+m_Lm_M^2}{m^2}\dot r^2
=\tfrac12m\dot X^2+\tfrac12\mu\dot r^2,\qquad \mu=\frac{m_Mm_L}{m_M+m_L}.
\]

The potential depends on \(r\) alone, so the stretch has its own Hamiltonian,

\[
H=\frac{p^2}{2\mu}+\frac{\kappa u^2}{2},\qquad \omega=\sqrt{\kappa/\mu},
\]

and its thermal state is independent of the motion of \(X\). In a gas each atom wanders without limit, while the relative displacement \(u\) stays finite. EXAFS depends on the latter.

## (b) The mean-square relative displacement

**Question.** Find \(\sigma^2(T)=\langle u^2\rangle\) in equilibrium at temperature \(T\), with its low- and high-temperature limits.

**Solution.** Set \(u_0^2=\hbar/(2\mu\omega)\) and define

\[
a=\frac{u}{2u_0}+\frac{iu_0p}{\hbar},\qquad u=u_0(a+a^\dagger),\qquad p=\frac{\hbar}{2iu_0}(a-a^\dagger).
\]

From \([u,p]=i\hbar\) follows \([a,a^\dagger]=\tfrac12+\tfrac12=1\). Both energy terms have the prefactor \(\hbar\omega/4\):

\[
H=\frac{\hbar\omega}{4}\left[(a+a^\dagger)^2-(a-a^\dagger)^2\right]
=\frac{\hbar\omega}{2}(aa^\dagger+a^\dagger a)=\hbar\omega\left(a^\dagger a+\tfrac12\right).
\]

With \(z=e^{-\hbar\omega/k_BT}\), level \(n\) has probability \((1-z)z^n\). Since \(\sum_n nz^n=z/(1-z)^2\), the mean occupation is \(\bar n=z/(1-z)\). The operators \(aa\) and \(a^\dagger a^\dagger\) change \(n\) by two and have no diagonal elements, so

\[
\langle u^2\rangle=u_0^2\langle aa^\dagger+a^\dagger a\rangle=u_0^2(2\bar n+1)=u_0^2\,\frac{1+z}{1-z}.
\]

Multiplying numerator and denominator by \(z^{-1/2}\) gives

\[
\boxed{\;\sigma^2(T)=\frac{\hbar}{2\mu\omega}\coth\frac{\hbar\omega}{2k_BT}\;}
\]

Let \(\theta=\hbar\omega/k_B\). For \(T\ll\theta\), \(\bar n\simeq e^{-\theta/T}\) and

\[
\sigma^2\simeq\frac{\hbar}{2\mu\omega}\left(1+2e^{-\theta/T}\right)\;\to\;\sigma^2(0)=\frac{\hbar}{2\mu\omega}=\frac{\hbar}{2\sqrt{\mu\kappa}} .
\]

This is the zero-point limit. Its potential energy, \(\tfrac12\kappa\sigma^2(0)=\hbar\omega/4\), is half the ground-state energy. For \(T\gg\theta\), the expansion \(\coth(x/2)=2/x+x/6-\dots\) with \(x=\theta/T\) gives

\[
\sigma^2=\frac{k_BT}{\kappa}\left[1+\frac{1}{12}\left(\frac{\theta}{T}\right)^2-\dots\right].
\]

The mass drops out of the leading term, as equipartition requires. The zero-point value depends on mass and varies only as \(\kappa^{-1/2}\).

## (c) The distribution of bond lengths

**Question.** The variance alone does not fix an average such as \(\langle e^{iqu}\rangle\). Find this average for real \(q\), and from it the distribution of \(u\).

**Solution.** The exponential must first be split. Let \(A\) and \(B\) be operators whose commutator is a number, and let \(F(s)=e^{sA}e^{sB}\). Because \(e^{sA}Be^{-sA}=B+s[A,B]\),

\[
\frac{dF}{ds}=\left(A+B+s[A,B]\right)F,\qquad F(s)=e^{s(A+B)}e^{s^2[A,B]/2}.
\]

At \(s=1\) this reads \(e^{A+B}=e^Ae^Be^{-[A,B]/2}\). With \(A=iqu_0a^\dagger\) and \(B=iqu_0a\), \([A,B]=(iqu_0)^2[a^\dagger,a]=q^2u_0^2\), hence

\[
e^{iqu}=e^{iqu_0a^\dagger}e^{iqu_0a}e^{-q^2u_0^2/2}.
\]

Now consider \(G(\alpha,\beta)=\mathrm{Tr}\,(\rho e^{\alpha a^\dagger}e^{\beta a})\) with \(\rho=(1-z)z^{a^\dagger a}\). Acting on level \(n\), \(a\rho\) gives the weight \(z^n\) and \(\rho a\) gives \(z^{n-1}\), so \(a\rho=z\rho a\). Also \(ae^{\alpha a^\dagger}=e^{\alpha a^\dagger}(a+\alpha)\), because \([a,f(a^\dagger)]=f'(a^\dagger)\). Moving \(a\) cyclically through the trace,

\[
\frac{\partial G}{\partial\beta}=\mathrm{Tr}\,(a\rho e^{\alpha a^\dagger}e^{\beta a})
=z\,\mathrm{Tr}\,(\rho ae^{\alpha a^\dagger}e^{\beta a})
=z\left(\frac{\partial G}{\partial\beta}+\alpha G\right).
\]

Solving for the derivative gives \(\partial G/\partial\beta=\alpha\bar nG\). At \(\beta=0\), \(G=1\), since powers of \(a^\dagger\) have no diagonal elements. Therefore \(G=e^{\alpha\beta\bar n}\), and with \(\alpha=\beta=iqu_0\)

\[
\langle e^{iqu}\rangle=e^{-q^2u_0^2(\bar n+1/2)}=e^{-q^2\sigma^2/2}.
\]

The distribution is the inverse Fourier transform. Completing the square in \(q\),

\[
P(u)=\int_{-\infty}^{\infty}\frac{dq}{2\pi}\,e^{-iqu-q^2\sigma^2/2}
=e^{-u^2/2\sigma^2}\int_{-\infty}^{\infty}\frac{dq}{2\pi}\,e^{-\sigma^2(q+iu/\sigma^2)^2/2}
=\frac{e^{-u^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}.
\]

The harmonic bond length is Gaussian at every temperature, although the excited levels separately are not.

## (d) The EXAFS amplitude

**Question.** For \(N\) equivalent ligands at a fixed distance \(r\), the single-scattering signal is

\[
\chi(k;r)=\frac{NS_0^2f(k)}{kr^2}e^{-2r/\lambda}\sin(2kr+\varphi),
\]

where \(f\) and \(\varphi\) are the scattering amplitude and phase, \(S_0^2\) is a many-electron reduction factor and \(\lambda\) is the photoelectron mean free path. Average it over the vibration.

**Solution.** Two assumptions enter. The nuclei stand still during one absorption event, so the measured signal is an average of \(\chi(k;r)\) over \(P(u)\). The factors outside the sine, and \(\varphi\), vary little over the width \(\sigma\) and are taken at \(r=R\). Then

\[
\langle\sin(2kR+2ku+\varphi)\rangle=\mathrm{Im}\left[e^{i(2kR+\varphi)}\langle e^{2iku}\rangle\right].
\]

The wave travels the bond twice, so \(q=2k\) and \(q^2\sigma^2/2=2k^2\sigma^2\). This average is real, so it leaves the phase alone:

\[
\boxed{\;\langle\chi(k)\rangle=\chi(k;R)\,e^{-2k^2\sigma^2(T)}\;}
\]

The factor multiplies the amplitude of \(\chi\); a squared amplitude would carry \(e^{-4k^2\sigma^2}\).

For two temperatures, with \(N\), \(R\) and the scattering factors unchanged, the amplitude ratio obeys

\[
\ln\frac{A(k,T_2)}{A(k,T_1)}=-2k^2\left[\sigma^2(T_2)-\sigma^2(T_1)\right].
\]

The zero-point part is present in each amplitude, but a ratio gives only the difference of the two variances.

## (e) Numbers for a titanium–chlorine bond

**Question.** Evaluate the results for \(R=2.17\) Å and \(\kappa=280\) N/m, rough values for titanium tetrachloride, at 0, 300 and 600 K. The last two represent a source vessel and a hot reactor.

**Solution.** The masses 47.867 u and 35.450 u give

\[
\mu=\frac{47.867\times35.450}{83.317}\ \mathrm u=20.367\ \mathrm u=3.382\times10^{-26}\ \mathrm{kg},
\]

\[
\omega=\sqrt{\frac{280}{3.382\times10^{-26}}}\ \mathrm{s^{-1}}=9.10\times10^{13}\ \mathrm{s^{-1}},\qquad \theta=695\ \mathrm K,
\]

\[
\sigma^2(0)=\frac{1.0546\times10^{-34}}{2(3.382\times10^{-26})(9.10\times10^{13})}\ \mathrm{m^2}
=1.71\times10^{-23}\ \mathrm{m^2}=0.00171\ \text{Å}^2 .
\]

At 300 K, \(\bar n=0.109\) and \(\sigma^2=0.001713\times1.219=0.00209\) Å². At 600 K, \(\bar n=0.458\) and \(\sigma^2=0.001713\times1.915=0.00328\) Å². The damping factors are:

| \(T\) (K) | \(k=4\) Å⁻¹ | \(k=8\) Å⁻¹ | \(k=12\) Å⁻¹ |
|---|---|---|---|
| 0 | 0.947 | 0.803 | 0.610 |
| 300 | 0.935 | 0.765 | 0.548 |
| 600 | 0.900 | 0.657 | 0.389 |

For example, at 600 K and 12 Å⁻¹ the exponent is \(-2\times144\times0.00328=-0.945\). Zero-point motion alone removes 39 % of the static amplitude at this \(k\).

The classical value \(k_BT/\kappa\) is 29 % below the quantum result at 300 K and still 10 % below it at 600 K. The variance reaches twice its zero-point value when \(\tanh(\theta/2T)=\tfrac12\), that is at \(T=\theta/\ln3=633\) K.

## (f) The factors held at \(r=R\)

**Question.** Restore the variation of \(r^{-2}e^{-2r/\lambda}\) to first order in its logarithm. Evaluate it at 600 K with a rough \(\lambda=6\) Å, held independent of \(k\).

**Solution.** Relative to its value at \(R\), the prefactor is

\[
\left(1+\frac uR\right)^{-2}e^{-2u/\lambda}\simeq e^{-2\gamma u},\qquad \gamma=\frac1R+\frac1\lambda=0.627\ \text{Å}^{-1}.
\]

The Gaussian average also holds for complex \(q\), because its integral converges there. With \(2ik-2\gamma=2i(k+i\gamma)\),

\[
\langle e^{(2ik-2\gamma)u}\rangle=e^{-2(k+i\gamma)^2\sigma^2}
=e^{-2k^2\sigma^2}\,e^{2\gamma^2\sigma^2}\,e^{-4ik\gamma\sigma^2}.
\]

The phase is linear in \(k\), so it imitates a change of bond length by \(-2\gamma\sigma^2=-0.0041\) Å: shorter bonds contribute more strongly. The amplitude rises by \(2\gamma^2\sigma^2=0.26\) %. Averaging the full prefactor numerically gives rises of 0.315, 0.270 and 0.196 % at 4, 8 and 12 Å⁻¹. The slight trend comes from the next term, \(e^{u^2/R^2}\). It raises the average weight by \(\sigma^2/R^2=0.07\) % and widens the distribution, adding \(-4k^2\sigma^4/R^2\) to the exponent, which is \(-0.13\) % at 12 Å⁻¹.

## (g) The bond inside a molecule

**Question.** The other atoms also pull on M and L. Generalize \(\sigma^2\) to a harmonic molecule, and explain how good the isolated bond remains.

**Solution.** Let \(x\) hold all small displacements, \(M\) the diagonal matrix of masses and \(K\) the force-constant matrix. In terms of \(y=M^{1/2}x\), the matrix \(M^{-1/2}KM^{-1/2}\) has orthonormal eigenvectors \(e_s\) and eigenvalues \(\omega_s^2\). Writing \(y=\sum_sQ_se_s\) gives independent oscillators of unit mass, each with \(\langle Q_s^2\rangle=(\hbar/2\omega_s)\coth(\hbar\omega_s/2k_BT)\).

If \(b\) is the gradient of the bond length, then \(u=b\cdot x=\sum_sc_sQ_s\) with \(c_s=b\cdot M^{-1/2}e_s\). Averages of products of different modes vanish, so

\[
\sigma^2=\sum_sc_s^2\,\frac{\hbar}{2\omega_s}\coth\frac{\hbar\omega_s}{2k_BT}.
\]

The characteristic function is a product of Gaussians, so the damping law keeps its form. Translations and rotations do not stretch the bond and have \(c_s=0\). Completeness of the \(e_s\) then gives

\[
\sum_sc_s^2=b\cdot M^{-1}b=\frac1{m_M}+\frac1{m_L}=\frac1\mu .
\]

Expanding the coth at high temperature,

\[
\sigma^2=k_BT\sum_s\frac{c_s^2}{\omega_s^2}+\frac{\hbar^2}{12k_BT}\sum_sc_s^2+O(T^{-3}).
\]

The second term equals that of the isolated bond. So does the first if the molecule has no rings and its energy is a sum of separate stretch and bend springs: bond lengths and bond directions can then vary independently, the classical distribution factorizes, and each stretch has variance \(k_BT/\kappa\). In that case the two results differ first at order \(T^{-3}\).

A tetrahedral model with four 280 N/m stretches and a rough bending constant of 10 N/m (angle constant divided by \(R^2\)) has modes from 120 to 526 cm⁻¹; the isolated bond has 483 cm⁻¹. Relative to the isolated bond, its \(\sigma^2\) is lower by 1.8 % at 0 K, 0.2 % at 300 K and 0.02 % at 600 K. Direct coupling between stretches, or between stretches and bends, is absent here and would change the classical term too. The real molecule has such coupling: the model puts its stretch modes at 366 and 526 cm⁻¹, while the measured ones lie near 389 and 498 cm⁻¹. The small percentages above therefore describe the model, not the real vapour.

## (h) Where the Gaussian law gives way

**Question.** Estimate the effects of anharmonicity, rotation and nuclear motion during absorption, and judge the result for the real precursor.

**Solution.** For a general distribution of \(u\), define the cumulants \(c_n\) by

\[
\ln\langle e^{2iku}\rangle=\sum_{n\ge1}\frac{(2ik)^n}{n!}c_n
=2ikc_1-2k^2c_2-\frac{4i}{3}k^3c_3+\frac23k^4c_4+\dots
\]

Here \(c_1\) is the mean and \(c_2\) the variance. Odd terms change the phase, even terms the amplitude. In the harmonic bond all but \(c_2\) vanish.

A Morse bond, \(V=D(1-e^{-\alpha u})^2\), has curvature \(2D\alpha^2\). Matching this to \(\kappa\), with a rough depth \(D=4.4\) eV, gives \(\alpha=1.41\) Å⁻¹. At 600 K its mean length exceeds \(R\) by 0.0071 Å and its variance is 3.1 % above the harmonic one. At 12 Å⁻¹ the amplitude exponent through \(c_4\) is

\[
-288(0.003385)+\tfrac23(12^4)(1.20\times10^{-6})=-0.975+0.017=-0.958 .
\]

The fourth cumulant thus offsets part of the larger variance. The directly averaged damping is 0.383, against 0.389 for the harmonic bond. The phase is more sensitive: beyond the mean shift it is \(-0.090\) rad, whereas the \(c_3\) term alone gives \(-0.094\) rad, so higher cumulants begin to matter at this \(k\).

For rotation, take a free pair in the classical limit. The volume element of the relative vector adds a factor \(r^2\) to the distribution of \(r\). Balancing the slopes of \(2\ln r\) and \(\kappa u^2/2k_BT\) gives a mean shift \(2k_BT/(\kappa R)=0.0027\) Å at 600 K. The curvature of \(2\ln r\) lowers the variance by a fraction \(2k_BT/(\kappa R^2)=0.13\) %. This \(r^2\) weight works against the \(r^{-2}\) of part (f): for a rotating pair the two shifts add to an apparent change of \(-0.0041+0.0027=-0.0014\) Å relative to \(R\).

The frozen-nuclei assumption rests on time scales. The vibration period is 69 fs, the photoelectron's round trip at 8 Å⁻¹ takes 0.05 fs, and a rough core-level width of 1 eV implies a lifetime of 0.66 fs. During that lifetime the vibration advances by \(2\pi\times0.66/69=0.06\) rad.

In titanium tetrachloride the four bonds share one length and one force constant, although in the model of part (g) the two chlorine isotopes make the variances differ by 1.7 % at 0 K and 0.3 % at 600 K; the titanium isotopes of mass 46 to 50 spread them by a similar amount. Within the models above, anharmonicity is the largest correction to the variance at 600 K, about 3 % (2.5 to 4 % for depths from 5.5 to 3.5 eV), and at 0 K the other modes lower the variance by about 2 % while anharmonicity raises it by 0.5 %. This ranking does not carry over to the real vapour. In force fields fitted to the measured frequencies (near 389, 114, 498 and 136 cm⁻¹), with the stretch–bend constant of the triply degenerate modes, in normalized symmetry coordinates with angles multiplied by \(R\), between −10 and +10 N/m, the variance differs from that of the isolated bond with the same diagonal constant by +1 to +5 % at 600 K and by −1.6 to +1.3 % at 0 K. The diagonal constant of these fields itself runs from 248 to 282 N/m, so their variances at 600 K, 0.0034 to 0.0039 Å², lie 2 to 17 % above the value of part (e). The changes at a fixed diagonal constant are no larger than the effect of the rough force constant: a 10 % change in \(\kappa\) moves \(\sigma^2\) by about 5 % in the zero-point limit and 10 % in the classical limit. Multiple scattering lies outside the estimate. A precursor with unequal metal–ligand bonds breaks the assumption of one \(R\). If its static spread is Gaussian, with variance \(\sigma_s^2\) and independent of the vibration, the averages multiply and the damping becomes \(e^{-2k^2(\sigma^2+\sigma_s^2)}\). A few well-separated bond lengths instead require separate terms in \(\chi\).

The numerical output below gives the values for the isolated bond, the tetrahedral model and the Morse bond of depth 4.4 eV to more digits.

## Values computed for the example and the checks

```
masses metal, ligand: 47.867, 35.450 u
reduced mass: 20.367 u = 3.3820e-26 kg
bond length R: 2.17 angstrom; force constant: 280 N/m
angular frequency: 9.0990e+13 rad/s
wavenumber of vibration: 483.1 cm^-1
quantum energy: 59.89 meV; theta: 695.0 K
T where sigma^2 is twice zero-point: 632.6 K
T=0 K: occupation 0.0000, sigma^2 0.001713 angstrom^2, sigma 0.0414 angstrom
  classical sigma^2 0.000000 angstrom^2
  damping at k=4, 8, 12 1/angstrom: 0.9466, 0.8031, 0.6105
T=300 K: occupation 0.1094, sigma^2 0.002088 angstrom^2, sigma 0.0457 angstrom
  classical sigma^2 0.001479 angstrom^2
  damping at k=4, 8, 12 1/angstrom: 0.9354, 0.7654, 0.5480
T=600 K: occupation 0.4577, sigma^2 0.003282 angstrom^2, sigma 0.0573 angstrom
  classical sigma^2 0.002959 angstrom^2
  damping at k=4, 8, 12 1/angstrom: 0.9003, 0.6570, 0.3886
zero-point sigma^2 in SI: 1.7135e-23 m^2
molecule: bend constant 10 N/m; mode wavenumbers (cm^-1): 120, 120, 136, 136, 136, 366, 526, 526, 526
molecule T=0 K: sigma^2 0.001683 angstrom^2, change from isolated bond -1.77 %
molecule T=300 K: sigma^2 0.002084 angstrom^2, change from isolated bond -0.20 %
molecule T=600 K: sigma^2 0.003282 angstrom^2, change from isolated bond -0.02 %
mean free path: 6.0 angstrom; gamma: 0.6275 1/angstrom
prefactor, 600 K: apparent bond shift -0.00412 angstrom
  k=4 1/angstrom: amplitude ratio 1.00315, phase -0.0330 rad
  k=8 1/angstrom: amplitude ratio 1.00270, phase -0.0660 rad
  k=12 1/angstrom: amplitude ratio 1.00196, phase -0.0990 rad
Morse: depth 4.4 eV, range parameter 1.4092 1/angstrom
Morse, 600 K: mean stretch 0.00706 angstrom, variance 0.003385 angstrom^2
  variance change from harmonic: +3.12 %
  c3 4.063e-05 angstrom^3, c4 1.200e-06 angstrom^4
  c5 5.667e-08 angstrom^5, c6 3.707e-09 angstrom^6
  k=4 1/angstrom: damping 0.8975, phase beyond mean shift -0.0035 rad
    left out by series to c4: phase 0.00002 rad, log amplitude -0.00000
  k=8 1/angstrom: damping 0.6505, phase beyond mean shift -0.0273 rad
    left out by series to c4: phase 0.00048 rad, log amplitude -0.00008
  k=12 1/angstrom: damping 0.3832, phase beyond mean shift -0.0901 rad
    left out by series to c4: phase 0.00350 rad, log amplitude -0.00090
rotation of isolated pair, 600 K: mean shift 0.00273 angstrom
  variance change: -0.125 %
vibration period: 69.05 fs
photoelectron round trip at k=8 1/angstrom: 0.0469 fs
core width 1.0 eV; core-hole lifetime: 0.658 fs
```
